# Random Ligand Scrambling of M(NR2)4 with MX4: Why K = 36: test program

```python
"""
Result under test: for MA4 + MX4 = 2 MA2X2 (A = NR2) with independent,
transferable metal-ligand bonds, K = [MA2X2]^2 / ([MA4][MX4]) = 36.
Symbols: n = number of A ligands on a metal, p = fraction of A among all
ligands, sigma = rotational symmetry number, w = e_AX - (e_AA + e_XX)/2 =
ligand-pair preference, s = factor on stretching constants in MA2X2.
"""
from itertools import combinations, permutations, product
from fractions import Fraction
from math import comb, exp, log
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

TEMP = 298.15
RT = const.R * TEMP / 1000.0  # kJ/mol


# ---- random exchange kinetics: no equilibrium weights are put in ----
def scramble(conc_a4, conc_x4, time=60.0):
    total = conc_a4 + conc_x4
    p = conc_a4 / total
    rate = np.zeros((5, 5))
    for n in range(5):
        if n > 0:                      # one A is replaced by X
            rate[n - 1, n] += n * (1 - p)
            rate[n, n] -= n * (1 - p)
        if n < 4:                      # one X is replaced by A
            rate[n + 1, n] += (4 - n) * p
            rate[n, n] -= (4 - n) * p
    start = np.array([conc_x4, 0, 0, 0, conc_a4])
    return expm(rate * time) @ start


print("Random exchange; concentrations in mol/L")
for c_a4, c_x4 in ((0.100, 0.100), (0.150, 0.050)):
    c = scramble(c_a4, c_x4)
    p = c_a4 / (c_a4 + c_x4)
    binomial = [comb(4, n) * p**n * (1 - p)**(4 - n) for n in range(5)]
    assert np.allclose(c / c.sum(), binomial, atol=1e-10)
    K = c[2]**2 / (c[4] * c[0])
    assert abs(K - 36) < 1e-6
    print(f"start: MA4 {c_a4:.3f}, MX4 {c_x4:.3f}; A fraction p = {p:.2f}")
    for n, name in enumerate(("MX4", "MAX3", "MA2X2", "MA3X", "MA4")):
        print(f"  {name:6s} {c[n]:.6f} mol/L, share of M {c[n]/c.sum():.6f}")
    print(f"  K(MA4 + MX4 = 2 MA2X2) = {K:.6f}")
    print(f"  K(MA4 + MX4 = MA3X + MAX3) = {c[3]*c[1]/(c[4]*c[0]):.6f}")
    print(f"  K(MA4 + MA2X2 = 2 MA3X) = {c[3]**2/(c[4]*c[2]):.6f}")
naive = brentq(lambda y: (2 * y)**2 - 36 * (1 - y)**2, 0.0, 1.0)
assert abs(naive - 0.75) < 1e-10
print(f"MA2X2 share if MA3X and MAX3 are wrongly ignored: {naive:.4f}")

# ---- exhaustive placement of A ligands on a few metals ----
print("Exhaustive placements: N metals, a ligands A")
for metals, a_count in ((2, 4), (3, 6), (4, 8), (4, 6)):
    pairs_22 = pairs_40 = sum2 = sum4 = sum0 = placements = 0
    for sites in combinations(range(4 * metals), a_count):
        occupancy = [0] * metals
        for site in sites:
            occupancy[site // 4] += 1
        n2, n4, n0 = (occupancy.count(k) for k in (2, 4, 0))
        pairs_22 += n2 * (n2 - 1)
        pairs_40 += n4 * n0
        sum2, sum4, sum0 = sum2 + n2, sum4 + n4, sum0 + n0
        placements += 1
    pair_ratio = Fraction(pairs_22, pairs_40)
    assert pair_ratio == 36
    print(f"  N={metals}, a={a_count}: {placements} placements, pair ratio "
          f"{pair_ratio}, ratio of plain averages {sum2**2/(sum4*sum0):.3f}")

# ---- symmetry numbers from the rotations of the ligand frame ----
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 3**0.5
SQUARE = np.array([[1, 0, 0], [0, 1, 0], [-1, 0, 0], [0, -1, 0]], float)


def rotations(frame):
    found = []
    for perm in permutations(range(4)):
        moved = frame[list(perm)]
        same_shape = np.allclose(moved @ moved.T, frame @ frame.T)
        same_hand = np.isclose(np.linalg.det(moved[:3]),
                               np.linalg.det(frame[:3]))
        if same_shape and same_hand:
            found.append(perm)
    return found


def isomer_sigmas(frame, n):
    group = rotations(frame)
    seen, sigmas = set(), []
    for labels in sorted(set(permutations("A" * n + "X" * (4 - n)))):
        if labels in seen:
            continue
        images = [tuple(labels[i] for i in perm) for perm in group]
        seen.update(images)
        sigmas.append(images.count(labels))
    return len(group), sigmas


for title, frame in (("tetrahedral", TETRA), ("square planar", SQUARE)):
    weights = []
    for n in range(5):
        order, sigmas = isomer_sigmas(frame, n)
        weights.append(sum(order / sig for sig in sigmas))
        assert abs(weights[n] - comb(4, n)) < 1e-12
    order, sig2 = isomer_sigmas(frame, 2)
    sig4 = isomer_sigmas(frame, 4)[1][0]
    K_sym = weights[2]**2 / (weights[4] * weights[0])
    assert abs(K_sym - 36) < 1e-12
    single = [sig4**2 / sig**2 for sig in sig2]
    print(f"{title}: rotations {order}, sigma(MA4) {sig4}, sigma(MA2X2) "
          f"{sig2}")
    print(f"  K per isomer {single}, K for all isomers {K_sym:.1f}")
SIGMA = [isomer_sigmas(TETRA, n)[1][0] for n in range(5)]

# ---- mechanical model: point ligands, stretches and angle bends ----
U = const.atomic_mass / const.m_e
MASS_M, MASS = 100.0, {"A": 40.0, "X": 30.0}          # u
LENGTH = {"A": 3.6, "X": 4.2}                          # bohr
STRETCH = {"A": 0.20, "X": 0.15}                       # hartree/bohr^2
BEND = 0.10                                            # hartree/rad^2


def internal_coordinates(flat):
    xyz = flat.reshape(5, 3)
    bonds = xyz[1:] - xyz[0]
    lengths = np.linalg.norm(bonds, axis=1)
    angles = [np.arccos(bonds[i] @ bonds[j] / (lengths[i] * lengths[j]))
              for i, j in combinations(range(4), 2)]
    return np.concatenate([lengths, angles])


def mechanics(n, s=1.0):
    ligands = "A" * n + "X" * (4 - n)
    mass = np.array([MASS_M] + [MASS[lig] for lig in ligands]) * U
    xyz = np.vstack([np.zeros(3)] +
                    [LENGTH[lig] * TETRA[i] for i, lig in enumerate(ligands)])
    step, flat = 1e-4, xyz.ravel()
    jac = np.array([(internal_coordinates(flat + step * unit) -
                     internal_coordinates(flat - step * unit)) / (2 * step)
                    for unit in np.eye(15)]).T
    force = np.array([s * STRETCH[lig] for lig in ligands] + [BEND] * 6)
    root = np.sqrt(np.repeat(mass, 3))
    hess = (jac.T * force) @ jac / np.outer(root, root)
    eig = np.linalg.eigvalsh(hess)
    assert np.max(np.abs(eig[:6])) < 1e-6 * eig[6]
    rel = xyz - mass @ xyz / mass.sum()
    inertia = sum(m * (r @ r * np.eye(3) - np.outer(r, r))
                  for m, r in zip(mass, rel))
    return mass.sum(), np.linalg.det(inertia), np.sqrt(eig[6:])


def model_K(temp, quantum, s=1.0):
    kt = const.k * temp / const.value("Hartree energy")
    log_q = {}
    for n in (0, 2, 4):
        total, det_i, omega = mechanics(n, s if n == 2 else 1.0)
        u = omega / kt
        vib = -np.log(2 * np.sinh(u / 2)) if quantum else -np.log(u)
        log_q[n] = (1.5 * log(total) + 0.5 * log(det_i)
                    - log(SIGMA[n]) + vib.sum())
    return exp(2 * log_q[2] - log_q[4] - log_q[0])


parts = {n: mechanics(n) for n in (0, 2, 4)}
f_trans = (parts[2][0]**2 / (parts[4][0] * parts[0][0]))**1.5
f_rot = (parts[2][1]**2 / (parts[4][1] * parts[0][1]))**0.5
f_vib = (np.prod(parts[4][2]) * np.prod(parts[0][2])
         / np.prod(parts[2][2])**2)
f_sym = SIGMA[4] * SIGMA[0] / SIGMA[2]**2
K_classical = model_K(TEMP, False)
assert abs(K_classical - 36) < 1e-4
assert abs(f_trans * f_rot * f_vib - 1) < 1e-5
assert abs(f_trans - 1) > 1e-4 and abs(f_rot - 1) > 1e-4
print(f"Model masses: M {MASS_M} u, A {MASS['A']} u, X {MASS['X']} u")
print(f"Bond lengths: A {LENGTH['A']}, X {LENGTH['X']} bohr")
print(f"Stretch: A {STRETCH['A']}, X {STRETCH['X']} hartree/bohr^2; "
      f"bend {BEND} hartree/rad^2")
print(f"Classical factors in K: translation {f_trans:.6f}, rotation "
      f"{f_rot:.6f},")
print(f"  vibration {f_vib:.6f}, symmetry {f_sym:.1f}; "
      f"K = {K_classical:.5f}")
K_quantum = {t: model_K(t, True) for t in (100.0, TEMP, 3000.0)}
for t, value in K_quantum.items():
    print(f"  K with quantized vibrations at {t:.2f} K: {value:.5f}")
assert abs(K_quantum[3000.0] / 36 - 1) < 1e-4
assert abs(K_quantum[100.0] - 36) > abs(K_quantum[3000.0] - 36)
soft = 0.9
K_soft = model_K(TEMP, False, soft)
assert abs(K_soft / (36 * soft**-4) - 1) < 1e-5
print(f"  classical K, MA2X2 stretches scaled by s = {soft}: {K_soft:.4f}")


# ---- bond energies and pair energies: sum over all 16 placements ----
def boltzmann_weights(e_a, e_x, e_aa, e_xx, e_ax):
    pair = {"AA": e_aa, "XX": e_xx, "AX": e_ax, "XA": e_ax}
    weights = np.zeros(5)
    for labels in product("AX", repeat=4):
        energy = sum(e_a if lig == "A" else e_x for lig in labels)
        energy += sum(pair[i + j] for i, j in combinations(labels, 2))
        weights[labels.count("A")] += exp(-energy / RT)
    return weights


def K_from(q):
    return q[2]**2 / (q[4] * q[0])


assert abs(K_from(boltzmann_weights(-7.0, 4.0, 0, 0, 0)) - 36) < 1e-8
q_general = boltzmann_weights(-3.0, 2.0, 0.7, -0.4, 0.9)
w_general = 0.9 - (0.7 - 0.4) / 2
assert abs(K_from(q_general) / (36 * exp(-8 * w_general / RT)) - 1) < 1e-10
print(f"Pair preference at {TEMP} K, RT = {RT:.4f} kJ/mol")
for w in (-1.0, 1.0):
    q = boltzmann_weights(0, 0, 0, 0, w)
    assert abs(K_from(q) / (36 * exp(-8 * w / RT)) - 1) < 1e-10
    print(f"  w = {w:+.1f} kJ/mol: K = {K_from(q):.4f}, "
          f"MA2X2 share at 1:1 = {q[2]/q.sum():.4f}")

# ---- standard reaction quantities, from the kinetic equilibrium ----
c = scramble(0.100, 0.100)
K = c[2]**2 / (c[4] * c[0])
print(f"ln K = {log(K):.4f}")
print(f"Reaction entropy = {const.R*log(K):.3f} J/(mol K)")
print(f"Reaction free energy at {TEMP} K = {-RT*log(K):.3f} kJ/mol")
hartree_kj = const.value("Hartree energy") * const.N_A / 1000
print(f"  the same in hartree per reaction event: {-RT*log(K)/hartree_kj:.6f}")
print("done: every assertion held")
```

Running it gives:

```
Random exchange; concentrations in mol/L
start: MA4 0.100, MX4 0.100; A fraction p = 0.50
  MX4    0.012500 mol/L, share of M 0.062500
  MAX3   0.050000 mol/L, share of M 0.250000
  MA2X2  0.075000 mol/L, share of M 0.375000
  MA3X   0.050000 mol/L, share of M 0.250000
  MA4    0.012500 mol/L, share of M 0.062500
  K(MA4 + MX4 = 2 MA2X2) = 36.000000
  K(MA4 + MX4 = MA3X + MAX3) = 16.000000
  K(MA4 + MA2X2 = 2 MA3X) = 2.666667
start: MA4 0.150, MX4 0.050; A fraction p = 0.75
  MX4    0.000781 mol/L, share of M 0.003906
  MAX3   0.009375 mol/L, share of M 0.046875
  MA2X2  0.042187 mol/L, share of M 0.210938
  MA3X   0.084375 mol/L, share of M 0.421875
  MA4    0.063281 mol/L, share of M 0.316406
  K(MA4 + MX4 = 2 MA2X2) = 36.000000
  K(MA4 + MX4 = MA3X + MAX3) = 16.000000
  K(MA4 + MA2X2 = 2 MA3X) = 2.666667
MA2X2 share if MA3X and MAX3 are wrongly ignored: 0.7500
Exhaustive placements: N metals, a ligands A
  N=2, a=4: 70 placements, pair ratio 36, ratio of plain averages 1296.000
  N=3, a=6: 924 placements, pair ratio 36, ratio of plain averages 225.000
  N=4, a=8: 12870 placements, pair ratio 36, ratio of plain averages 125.440
  N=4, a=6: 8008 placements, pair ratio 36, ratio of plain averages 144.643
tetrahedral: rotations 12, sigma(MA4) 12, sigma(MA2X2) [2]
  K per isomer [36.0], K for all isomers 36.0
square planar: rotations 8, sigma(MA4) 8, sigma(MA2X2) [2, 4]
  K per isomer [16.0, 4.0], K for all isomers 36.0
Model masses: M 100.0 u, A 40.0 u, X 30.0 u
Bond lengths: A 3.6, X 4.2 bohr
Stretch: A 0.2, X 0.15 hartree/bohr^2; bend 0.1 hartree/rad^2
Classical factors in K: translation 1.010508, rotation 0.997557,
  vibration 0.992025, symmetry 36.0; K = 36.00000
  K with quantized vibrations at 100.00 K: 35.96121
  K with quantized vibrations at 298.15 K: 36.00167
  K with quantized vibrations at 3000.00 K: 36.00004
  classical K, MA2X2 stretches scaled by s = 0.9: 54.8697
Pair preference at 298.15 K, RT = 2.4790 kJ/mol
  w = -1.0 kJ/mol: K = 907.4900, MA2X2 share at 1:1 = 0.5110
  w = +1.0 kJ/mol: K = 1.4281, MA2X2 share at 1:1 = 0.2142
ln K = 3.5835
Reaction entropy = 29.795 J/(mol K)
Reaction free energy at 298.15 K = -8.883 kJ/mol
  the same in hartree per reaction event: -0.003384
done: every assertion held
```
